Bands and Gaps of the One-Dimensional Delta-Prime Comb

A particle of mass m moves on a line with coordinate z. It is free except at the sites z = ja, where j is any integer and a > 0. At each site its slope is continuous and its value jumps:

ψ'(ja+) = ψ'(ja−) ≡ ψ'(ja)
ψ(ja+) − ψ(ja−) = β ψ'(ja)

Here β is a real, nonzero length. This boundary condition defines the delta-prime interaction; it is not obtained by inserting a literal potential proportional to δ'(z). Take β > 0 unless told otherwise, and use

b = β/a,  E₀ = ħ²/(2ma²),  x = ka,  E = E₀x².

**(a) Find the mean energy as an integral plus site terms. What does it say about the sign of E?**

Between sites H = −(ħ²/2m) d²/dz². For a normalizable ψ, integrate by parts in each cell:

−∫ψ*ψ'' dz = ∫|ψ'|² dz − [ψ*ψ'] from ja+ to (j+1)a−.

Collect the boundary terms by site. Site ja receives −ψ*(ja−)ψ'(ja) from the cell on its left and +ψ*(ja+)ψ'(ja) from the cell on its right. Their sum is Δⱼ*ψ'(ja), where Δⱼ = ψ(ja+) − ψ(ja−). Since ψ'(ja) = Δⱼ/β,

⟨ψ|H|ψ⟩ = (ħ²/2m) [ ∫|ψ'|² dz + Σⱼ |Δⱼ|²/β ].

This is real, and for β > 0 it cannot be negative. For a Bloch state the same regrouping holds per cell, because ψ*ψ' is periodic. All band energies are therefore nonnegative when β > 0. A jump costs energy, and the cost falls as β grows.

**(b) Find the transmission probability of one site.**

Let a wave arrive from the left at a single site at z = 0:

ψ = exp(ikz) + r exp(−ikz) for z < 0,  ψ = t exp(ikz) for z > 0.

Continuity of slope gives ik(1 − r) = ikt, so r = 1 − t. The jump condition gives

t − (1 + r) = iβkt.

Inserting r turns the left side into 2t − 2. Hence

t = 2/(2 − iβk),  |t|² = 1/(1 + β²k²/4).

The site is transparent at low energy and opaque at high energy, since a steeper wave must make a larger jump.

**(c) Derive the relation between energy and Bloch phase θ.**

Let A = ψ(0+) and B = ψ'(0). Free motion to the end of the cell gives

ψ(a−) = A cos x + (B/k) sin x
ψ'(a) = −kA sin x + B cos x.

The jump at z = a adds βψ'(a) to the value:

ψ(a+) = A(cos x − βk sin x) + B(sin x/k + β cos x).

The matrix taking (A, B) to (ψ(a+), ψ'(a)) is a product of a free matrix and a jump matrix, each of determinant one. Bloch's condition says that exp(iθ) is an eigenvalue. The other eigenvalue is then exp(−iθ), and the trace is 2 cos θ. Adding the diagonal elements and using βk = bx,

cos θ = cos x − (bx/2) sin x.

Energies for which the right side lies between −1 and 1 have a real θ and are allowed.

**(d) Locate the band edges. Does any gap close?**

Every x ≥ 0 can be written uniquely as x = nπ + δ, with n = 0, 1, 2, … and 0 ≤ δ < π. Both cos x and sin x then acquire the factor (−1)ⁿ, so

f ≡ (−1)ⁿ cos θ = cos δ − (bx/2) sin δ.

Since b, x and sin δ are nonnegative, f ≤ 1 holds automatically. The remaining condition, f ≥ −1, reads

1 + cos δ ≥ (bx/2) sin δ.

With half angles this is

2 cos²(δ/2) ≥ bx sin(δ/2) cos(δ/2).

Division by the positive quantity bcos²(δ/2) gives

x tan(δ/2) ≤ 2/b,  x = nπ + δ.

The left side increases from zero without bound as δ runs from 0 to π. It meets 2/b once, at a value εₙ. Band n therefore occupies

nπ ≤ x ≤ nπ + εₙ,  (nπ + εₙ) tan(εₙ/2) = 2/b.

Because εₙ < π, each band ends before the next begins. No gap closes for finite β > 0.

**(e) Find the behaviour of the widths Wₙ and of the gaps Gₙ above band n. When is a band "high"?**

Write x for the upper edge and ε for εₙ. Then

Wₙ/E₀ = x² − (nπ)² = (x − nπ)(x + nπ) = ε(2x − ε) = 2εx − ε².

The edge equation gives x = (2/b)/tan(ε/2), and so

εx = (4/b) (ε/2)/tan(ε/2).

For 0 < u < π/2, tan u > u. Therefore εx < 4/b, and every band obeys Wₙ < 8E₀/b.

For n ≥ 1 we also have ε < 4/(bnπ), so ε tends to zero. Use u/tan u = 1 − u²/3 + O(u⁴) with u = ε/2:

Wₙ/E₀ = (8/b)(1 − ε²/12) − ε² + O(ε⁴)
   = 8/b − ε²[1 + 2/(3b)] + O(ε⁴).

To leading order ε = 4/(bnπ), with a relative correction of order n⁻². Hence

Wₙ/E₀ = 8/b − 16[1 + 2/(3b)]/(b²n²π²) + O(n⁻⁴).

The limiting width is

W∞ = 8E₀/b = 4ħ²/(maβ).

Relative to this limit the leading shortfall is 2[1 + 2/(3b)]/(bn²π²). For b ≪ 1 it is small when (bnπ)² ≫ 4/3, which means kβ well above one. A large index alone does not make a band high if β is very small.

Band n + 1 starts at (n + 1)²π²E₀, and band n starts at n²π²E₀. Subtracting the width of band n from this separation gives

Gₙ = (2n + 1)π²E₀ − Wₙ.

Since Wₙ tends to a constant, the gaps grow linearly at large n:

Gₙ₊₁ − Gₙ = 2π²E₀ − (Wₙ₊₁ − Wₙ) → 2π²E₀ = π²ħ²/(ma²).

The slope of this law depends on a but not on β.

**(f) Explain why the limiting width does not depend on n, and find the shape of a high band.**

As β → ∞ the jump costs nothing, and the cells separate. The slope must vanish at their ends, because a finite jump equals βψ'. For n ≥ 1 the normalized cell states are

uₙ(z) = √(2/a) cos(nπz/a),

with energies n²π²E₀. Now restore the coupling to first order in 1/β. In a Bloch state the value just left of z = 0 is exp(−iθ)uₙ(a), so the jump is

Δ = √(2/a) [1 − (−1)ⁿ exp(−iθ)]
|Δ|² = (4/a)[1 − (−1)ⁿ cos θ].

By part (a) its energy is (ħ²/2m)|Δ|²/β. Since ħ²/(2m) = E₀a²,

E ≈ n²π²E₀ + (4E₀/b)[1 − (−1)ⁿ cos θ].

The bracket runs from 0 to 2, which gives the width 8E₀/b. It is independent of n because the end values of uₙ have magnitude √(2/a) for all n ≥ 1. For n = 0 the cell state is the constant 1/√a, so the first-order width is half as large, 4E₀/b, when b is large.

At fixed b the same shape follows for high bands from part (d). There δ is of order 1/n, so

f = 1 − (b/2)xδ + O(n⁻²),  xδ = (2/b)(1 − f) + O(n⁻²).

Inserting this in E/E₀ = n²π² + 2xδ − δ² reproduces the cosine band, with an error of order E₀/n².

Scattering gives a second reading. The relation in (c) can be written

cos θ = cos(x + χ)/|t|,  tan χ = bx/2.

Allowed x satisfy |cos(x + χ)| ≤ |t|. At high energy χ varies slowly, and this window has width about 2|t| ≈ 4/(bx) in x. Since dE/dx = 2E₀x, its energy width is 8E₀/b. The transmission amplitude |t| falls as 1/x while dE/dx rises as x, so the two compensate.

**(g) Compare with an ordinary delta comb, for which ψ is continuous and ψ' jumps by (c/a)ψ, with c > 0.**

The jump now adds (c/a)ψ(a) to the slope. Taking half the trace as before gives

cos θ = cos x + (c/2x) sin x.

With x = nπ + δ, f = cos δ + (c/2x) sin δ. This never falls below −1. Energies are forbidden when f > 1, that is, when

(c/x) sin(δ/2) cos(δ/2) > 2 sin²(δ/2),  or  x tan(δ/2) < c/2 with δ > 0.

At large n the gap's upper edge has xδ → c. The gap tends to 2cE₀, while the width of the band ending at nπ is (2n − 1)π²E₀ minus the gap below it. The roles of band and gap are interchanged relative to the delta-prime comb.

**(h) What changes when β < 0?**

Put s = |b|. For n ≥ 2 write x = nπ − η, with 0 ≤ η < π. The signs of b and of sin(−η) cancel, leaving f = cos η − (sx/2) sin η. The steps of part (d) give

(nπ − η) tan(η/2) ≤ 2/s.

The derivative of the left side is [nπ − η − sin η]/[2cos²(η/2)], which is positive for n ≥ 2. There is again one root, ηₙ, but the band now lies just below nπ. Its width is

Wₙ/E₀ = 2ηₙx + ηₙ² → 8/s,

where x = nπ − ηₙ. For n ≥ 2 the gap above band n is (2n + 1)π²E₀ − Wₙ₊₁, so the linear law survives.

The site term in (a) is now negative, and negative energies occur. Put x = iy, so that E = −E₀y² and

cos θ = cosh y − (sy/2) sinh y.

The condition cos θ ≥ −1 becomes (sy/2) tanh(y/2) ≤ 1, whose equality fixes the bottom of the lowest band. The condition cos θ ≤ 1 becomes tanh(y/2) ≤ sy/2. For s ≥ 1 this holds down to y = 0, so the band top is E = 0. For s < 1 the top is at the nonzero root of tanh(y/2) = sy/2.

For the next band set n = 1 above. The function (π − η)tan(η/2) rises from 0 towards 2 as η goes from 0 to π. If s ≤ 1, all energies from 0 to π²E₀ are allowed; if s > 1, the band starts above zero. The first gap closes at s = 1.

**(i) Evaluate the bands for a free-electron mass, a = 1 nm and β = ±0.5 nm.**

These are round model parameters and describe no particular material. They give E₀ = 0.0381 eV. For β > 0, b = 0.5 and

W∞ = 16 × 0.0381 eV = 0.610 eV,  2π²E₀ = 0.752 eV.

The edge equation is solved by numerical root finding. For n = 10 it gives ε = 0.2513, and the upper edge is x = 31.4159 + 0.2513 = 31.6672. Then

W₁₀ = 0.2513 × (63.3344 − 0.2513) × 0.0381 eV = 0.604 eV
G₁₀ = 21π² × 0.0381 eV − 0.604 eV = 7.293 eV.

The same procedure gives:

n = 0: width 0.177 eV, gap above 0.199 eV
n = 1: width 0.422 eV, gap above 0.706 eV
n = 5: width 0.589 eV, gap above 3.548 eV
n = 20: width 0.608 eV, gap above 14.809 eV
n = 40: width 0.609 eV, gap above 29.849 eV

The width is 3.4% below its limit at n = 5 and 0.9% below at n = 10. Between n = 20 and n = 40 the gap grows by 15.040 eV, or 0.752 eV per index. At k = nπ/a one site transmits 62% for n = 1 but 1.6% for n = 10.

For β = −0.5 nm the lowest band runs from −0.650 to −0.559 eV, and the next from 0 to 0.376 eV. Band 10 lies between 36.994 and 37.603 eV, with width 0.609 eV.

**(j) Replace each site by a layer of thickness w and mass Mm, where M = β/w and β > 0. Both ψ and ψ'/mass are continuous, and the potential is unchanged. When does the constant-width law fail?**

Let g be ψ' divided by the local mass ratio. Inside the layer ψ' = Mg and g' = −k²ψ. The wavenumber there is q = k√M, and the phase across the layer is φ = qw = k√(βw). Solving across the layer gives

ψ → ψ cos φ + β(sin φ/φ) g
g → g cos φ − (φ/β) sin φ ψ.

As w → 0 at fixed k, these become the delta-prime conditions. At finite w, combine them with free motion over a. The period is now a + w, and half the trace is

cos θ = cos φ cos x − R sin x,
R = (sin φ/2)[βk/φ + φ/(βk)].

Near x = nπ, for R ≫ 1, the allowed values satisfy −1 ≤ cos φ − Rδ ≤ 1. The window in δ has width 2/R. If also w ≪ β, then φ/(βk) = √(w/β) is small and R ≈ βk sin φ/(2φ). Multiplication by dE/dx = 2E₀x gives

Wₙ ≈ (8E₀/b) φ/sin φ,  0 < φ < π.

This form rests on R ≫ 1, so it fails close to φ = π, where sin φ and R vanish; there it overestimates the width. Constancy requires φ ≪ 1 as well as a high band. At fixed w it fails as n rises.

Take w = 0.001 nm, so M = 500. Such a layer is thinner than an atom and serves only as a mathematical regularization. Its band edges were found by scanning x for |cos θ| = 1. At n = 5, φ = 0.351 and the width is 0.602 eV, 2% above the ideal width for the same n. At n = 20, φ = 1.405 and the width is 0.866 eV, 42% above it; the factor φ/sin φ is 1.42. Thus the constant width belongs to the point interaction, and a finite layer shows it over a limited energy range.

All numerical values are calculated from the stated model.
